Is the exchange-correlation kernel of linear response a unique function?

**Question**

In linear-response time-dependent density functional theory I have been treating the exchange-correlation kernel f(r,r',ω) as one definite function, obtained from

f = χₛ⁻¹ − χ⁻¹ − w,

where χ is the interacting density response, χₛ the Kohn-Sham response and w the Coulomb interaction. To see it explicitly I put two electrons on a few lattice sites. The matrix inverses turn out to be numerically meaningless. A colleague has a kernel for the same model that differs from mine in every element, yet both kernels reproduce χ to machine precision. Is one of them wrong? If not, what does "the exact kernel" mean?

**Answer**

Neither needs to be wrong. The formula uses inverses that do not exist, and what replaces them leaves part of f undetermined. The lattice shows how much.

**What the response functions annihilate**

Take M sites, a fixed number N of electrons and a non-degenerate ground state |0⟩. A potential change δv produces the occupation change δn = χδv. With real transition densities qₙᵢ = ⟨n|n̂ᵢ|0⟩ and excitation energies Ωₙ (ħ = 1),

χᵢⱼ(ω) = Σₙ qₙᵢ qₙⱼ 2Ωₙ/(ω² − Ωₙ²).

Let c be the column vector with all entries 1. Because Σᵢ n̂ᵢ is the total number operator,

Σᵢ qₙᵢ = ⟨n|N̂|0⟩ = N⟨n|0⟩ = 0 for every excited state n.

Hence

χc = 0 and cᵀχ = 0.

The first equation says that a uniform potential does not move the density, the second that the response conserves the electron number. Both hold for χₛ as well, since the Kohn-Sham system also has N electrons. Neither matrix has an inverse.

Is anything else annihilated? Take ω real with |ω| below the first pole. For a real vector u,

uᵀχu = −Σₙ 2Ωₙ (u·qₙ)²/(Ωₙ² − ω²).

No term is positive, so χu = 0 requires u·qₙ = 0 for all n. The operator Û = Σᵢ uᵢn̂ᵢ then has no matrix element from |0⟩ to any excited state, so Û|0⟩ = a|0⟩ with some number a. For two electrons on a connected chain with negative hopping elements, the lowest state has a positive amplitude on every configuration (i,j), by the Perron-Frobenius theorem. Therefore uᵢ + uⱼ = a for all i and j, including i = j, and every uᵢ equals a/2. The same argument applies to χₛ below its own first pole. In this range, constants are the whole null space of both matrices.

**One kernel that works**

The Kohn-Sham potential changes by δvₛ = δv + (w + f)δn, and δn = χₛδvₛ. Inserting δn = χδv for arbitrary δv gives the Dyson equation

χ = χₛ + χₛ(w + f)χ.

Let Q = ccᵀ/M, which projects onto constants, and P = I − Q. The pseudo-inverses, marked ⁺, invert on the zero-sum vectors and give zero on constants:

χₛχₛ⁺ = χₛ⁺χₛ = P, χχ⁺ = χ⁺χ = P.

Choose

f₀ = χₛ⁺ − χ⁺ − PwP.

Since χₛP = χₛ and Pχ = χ, the interaction cancels in the Dyson equation, and

χₛ(w + f₀)χ = χₛχₛ⁺χ − χₛχ⁺χ = Pχ − χₛP = χ − χₛ,

as required.

**All the others**

Add D = gcᵀ + chᵀ to the kernel, that is, Dᵢⱼ = gᵢ + hⱼ. Then

χₛDχ = χₛg(cᵀχ) + (χₛc)hᵀχ = 0,

so the old χ also solves the new Dyson equation. It must still be the only solution. Let A = I − χₛ(w + f), so that Aχ = χₛ. Start from the total kernel w + f = χₛ⁺ − χ⁺, which also solves the Dyson equation because (Q + χₛχ⁺)χ = χₛP = χₛ. For it,

A = I − P + χₛχ⁺ = Q + χₛχ⁺,

which is invertible: it is the identity on constants and invertible on zero-sum vectors. The shift changes A into A − χₛgcᵀ, because χₛc = 0. The determinant rule for a rank-one change gives

det(A − χₛgcᵀ) = det A · (1 − cᵀA⁻¹χₛg) = det A · (1 − cᵀχg) = det A.

The solution therefore remains unique. This covers f₀ too: w + f₀ = χₛ⁺ − χ⁺ + (w − PwP), and w − PwP = wQ + Qw − QwQ has the form gcᵀ + chᵀ, because Q = ccᵀ/M. For f₀ the matrix is A = Q + χₛχ⁺ − χₛwQ, a rank-one change of the above kind with the same determinant, and a sum of shifts is again a shift.

Conversely, let two kernels that differ by D give the same χ. Subtracting their Dyson equations leaves χₛDχ = 0. Multiplying by χₛ⁺ from the left and χ⁺ from the right gives PDP = 0. Writing P = I − Q,

0 = D − QD − DQ + QDQ, so D = DQ + QD − QDQ.

With s = cᵀDc the three terms are

DQ = (Dc/M)cᵀ, QD = c(cᵀD/M), QDQ = (s/M²)ccᵀ.

Sharing the last term equally gives D = gcᵀ + chᵀ with

g = Dc/M − (s/2M²)c, h = Dᵀc/M − (s/2M²)c.

If both kernels are symmetric, so is D, and g = h. In the notation of the question, the freedom is

f(r,r',ω) → f(r,r',ω) + g(r,ω) + g(r',ω).

Without the symmetry condition there are 2M − 1 free numbers, because adding a constant to g and subtracting it from h changes nothing.

The proof that nothing else is free is given here for the lattice. The proof that the shift is harmless uses only the annihilation of constants, and it carries over to continuous space for a finite system.

**Where the freedom comes from**

Under the shift, the induced potential δvᵢ = Σⱼ fᵢⱼδnⱼ gains

gᵢ Σⱼδnⱼ + Σⱼ hⱼδnⱼ.

The first term is zero because electrons are conserved: a functional derivative with respect to n is tested only by changes that sum to zero. The second is the same on every site. A uniform potential b(t) multiplies the orbitals by exp(−i∫b dt) and leaves the density alone.

**A three-site example**

I use Rydberg atomic units (ħ = 1, 2m = 1, e² = 2). Two electrons form a singlet on three sites 1 bohr apart, with hopping amplitude 1 Ry, site potentials (−0.5, 0, 1) Ry and interaction 2/√(d² + 1) Ry at distance d in bohr. These are round model parameters. Full diagonalization gives the occupations

n = (0.924, 0.865, 0.211).

The Kohn-Sham orbital is φᵢ = √(nᵢ/2). With its level placed at zero, the potential on site 0 is φ₁/φ₀ = √(0.865/0.924) = 0.968 Ry; the other sites follow in the same way.

At ω = 0.5 Ry, below both first poles, the singular values of χₛ are 1.045, 0.247 and a number below 10⁻¹⁶ per Ry. The last is zero up to rounding, which is why your inverse was meaningless. The pseudo-inverse kernel, in Ry, is

f₀ =
(−0.2509, 0.0158, 0.2351)
( 0.0158, −0.1934, 0.1776)
( 0.2351, 0.1776, −0.4126).

It looks nonlocal. Now choose g so that all off-diagonal elements vanish:

f₀₁ + g₀ + g₁ = 0, f₀₂ + g₀ + g₂ = 0, f₁₂ + g₁ + g₂ = 0.

Adding the first two equations and subtracting the third gives

g₀ = −½(f₀₁ + f₀₂ − f₁₂) = −½(0.0158 + 0.2351 − 0.1776) = −0.0366 Ry.

Likewise g₁ = 0.0208 Ry and g₂ = −0.1984 Ry. The diagonal elements become fᵢᵢ + 2gᵢ:

f = diag(−0.324, −0.152, −0.809) Ry.

This site-diagonal kernel and f₀ both reproduce χ with errors below 10⁻¹⁵ per Ry, where the largest element of χ is 0.439 per Ry in magnitude. By contrast, adding 0.5 Ry to f₀₀ alone is not of the allowed form. It changes χ by up to 0.079 per Ry, or 18% of that largest element.

**What is unique**

The action of f between zero-sum density changes, PfP, is unique. For a symmetric kernel it is fixed by

dᵢⱼ = fᵢᵢ + fⱼⱼ − 2fᵢⱼ.

Here gᵢ and gⱼ cancel, since 2gᵢ + 2gⱼ − 2(gᵢ + gⱼ) = 0. For any zero-sum x,

xᵀfx = −½ Σᵢⱼ xᵢxⱼdᵢⱼ,

because the terms with fᵢᵢ and fⱼⱼ each contain a factor Σxⱼ or Σxᵢ, which is zero. Knowing this quadratic form for all zero-sum x fixes PfP. Physically, dᵢⱼ is the quadratic form for moving one unit of density from site j to site i. In the example,

d₀₁ = −0.251 − 0.193 − 2(0.016) = −0.476 Ry from f₀,
d₀₁ = −0.324 − 0.152 = −0.476 Ry from the diagonal kernel.

To compare your kernel with your colleague's, compare PfP or, if both kernels are symmetric, the dᵢⱼ, not individual elements. Under an unsymmetric shift gᵢ + hⱼ the dᵢⱼ as written change; the combination fᵢᵢ + fⱼⱼ − fᵢⱼ − fⱼᵢ does not.

Locality needs the same care. On three sites, three numbers gᵢ can remove three off-diagonal elements, so every symmetric kernel there has a site-diagonal form. On four sites the combination

f₀₂ − f₀₃ − f₁₂ + f₁₃

is unaffected by any g and h, and it is zero for a site-diagonal kernel. For a four-site chain of the same type, with site potentials (−0.5, 0, 0.5, 1) Ry and ω = 0.5 Ry, it is 0.077 Ry, so no shift makes that kernel site-diagonal. A kernel is nonlocal in a meaningful sense when none of its equivalent forms is local.

**Excitation energies and time evolution**

In the Casida equation the kernel is placed between orbital products φᵢφₐ of an occupied and an empty orbital. These sum to zero over the sites by orthogonality, so g drops out. With the kernel taken at ω = 0, f₀ and a shifted form both give a first singlet excitation of 1.793 Ry. The Kohn-Sham value is 1.501 Ry, and the exact value within this model is 1.783 Ry (24.26 eV). The model also has a lower triplet at 1.268 Ry, but its transition density is zero, so it does not appear in χ. The remaining 0.010 Ry, 0.6% of the exact value, comes from freezing the frequency: the kernel evaluated next to the exact excitation energy reproduces that energy, with or without the shift.

The phase argument can also be seen directly. I propagated the Kohn-Sham orbital under a drive 0.3 Ry × exp(0.25t) cos(0.5t) on site 0, from t = −60 to t = 0 (t in ħ/Ry), using the ω = 0 kernel with and without g = (0.5, −1, 2) Ry. The final occupations differ from the ground state by up to 0.127 electrons, but from each other by only 8 × 10⁻¹³, which is integration error and shrinks as the integrator tolerance is tightened. The orbitals differ by a phase of 0.0495 rad, equal to −∫ g·δn dt. The numerical check covers this run and the fixed-frequency tests above.

**When the argument fails**

The argument needs responses that annihilate constants. In static response at fixed chemical potential and finite temperature, a uniform potential changes N, and χₛc is no longer zero. For the same Kohn-Sham potential at kT = 0.3 Ry, with the chemical potential midway between the two lowest levels, the row sums of χₛ are −0.418, −0.261 and −0.258 per Ry. As a trial total kernel in place of w + f, take the fixed-N, ω = 0 form χₛ⁺ − χ⁺ = PwP + f₀ (the representative now has to be named, since it matters). Adding the same g to it changes the resulting χ by up to 1.6 per Ry. The freedom is lost. Finite temperature alone does not remove it: with the chemical potential readjusted to keep N fixed, or for the response of the same ensemble at ω = 0.5 Ry, the row sums of χₛ vanish and g again changes nothing.

Above the first pole, the terms of uᵀχu no longer share one sign, so the proof that constants are the whole null space does not apply. The shift by g and h is still harmless wherever the responses are finite and the Dyson equation has a unique solution, but at particular frequencies a response can acquire a further null vector. The Dyson equation forces χ and χₛ to share it: χu = 0 gives χₛu = Aχu = 0, and uᵀχₛ = 0 gives uᵀχ = 0. Further freedom is therefore possible only where both responses annihilate the same extra vector. Where only one of them does, no finite kernel exists. In the three-site example this happens at ω = 3.21, 4.99 and 6.53 Ry, where χ has a second null vector, χₛ does not, and the kernel diverges as the inverse distance to that frequency.

Numbers as computed

```
hopping [Ry]: 1.0; site spacing [bohr]: 1; sites: 3
external site potential [Ry]: -0.50000 0.00000 1.00000
interaction at distance 0,1,2 bohr [Ry]: 2.00000 1.41421 0.89443
frequency [Ry]: 0.50
ground-state site occupations: 0.92400 0.86533 0.21067
Kohn-Sham potential, occupied level at 0 [Ry]: 0.96773 1.52676 2.02669
chi_s row 0 [1/Ry]:  -0.66541   0.44087   0.22454
chi_s row 1 [1/Ry]:   0.44087  -0.42127  -0.01960
chi_s row 2 [1/Ry]:   0.22454  -0.01960  -0.20494
chi row 0 [1/Ry]:  -0.43913   0.29960   0.13953
chi row 1 [1/Ry]:   0.29960  -0.33016   0.03056
chi row 2 [1/Ry]:   0.13953   0.03056  -0.17009
singular values of chi_s [1/Ry]: 1.045e+00 2.468e-01 4.236e-18
singular values of chi [1/Ry]: 7.041e-01 2.353e-01 4.743e-17
f pseudo-inverse row 0 [Ry]:  -0.25087   0.01582   0.23505
f pseudo-inverse row 1 [Ry]:   0.01582  -0.19340   0.17758
f pseudo-inverse row 2 [Ry]:   0.23505   0.17758  -0.41263
chosen g [Ry]: 0.50000 -1.00000 2.00000
f shifted by g row 0 [Ry]:   0.74913  -0.48418   2.73505
f shifted by g row 1 [Ry]:  -0.48418  -2.19340   1.17758
f shifted by g row 2 [Ry]:   2.73505   1.17758   3.58737
g that makes f site-diagonal [Ry]: -0.03664 0.02083 -0.19841
diagonal of site-diagonal f [Ry]: -0.32415 -0.15174 -0.80944
chosen h for unsymmetric shift g(r)+h(r') [Ry]: 1.50000 0.30000 -0.70000
max error of chi: pinv, shifted, diagonal, unsymmetric [1/Ry]: 7.8e-16 6.7e-16 8.3e-16 6.7e-16
det(1 - chi_s K), pinv and shifted: 1.556483 1.556483
forbidden change (+0.5 Ry on f_00): max change of chi [1/Ry]: 0.07906
invariants d_01 d_02 d_12 of f [Ry]: -0.47589 -1.13359 -0.96119
dimension of the freedom, 3 sites: 5
static d(v_Hxc)/d(v_0) minus K dn/d(v_0), per site: -0.40995 -0.40995 -0.40995
ramp rate eta [Ry]: 0.25; start time [hbar/Ry]: -60
exact response to site 0, real time [1/Ry]: -0.42851 0.29414 0.13437
exact response to site 0, formula [1/Ry]: -0.42851 0.29414 0.13437
static-kernel response, real time [1/Ry]: -0.42829 0.29398 0.13430
static-kernel response, Dyson [1/Ry]: -0.42829 0.29398 0.13430
strong drive amplitude [Ry]: 0.30
density change at t=0, strong drive: -0.12669 0.08541 0.04129
density difference between the two kernels: 8.2e-13
orbital phase difference [rad]: 0.049532; minus integral of g.dn: 0.049532
first excitation, Kohn-Sham [Ry]: 1.50084
first excitation, static kernel, pinv and shifted [Ry]: 1.79292 1.79292
first singlet excitation, exact: 1.78291 Ry = 24.2577 eV
4 sites: f_02 - f_03 - f_12 + f_13 [Ry]: 0.07741
fixed mu: kT [Ry]: 0.30; mu [Ry]: 0.75042
fixed mu: row sums of chi_s [1/Ry]: -0.41793 -0.26088 -0.25824
fixed mu: max change of chi caused by g [1/Ry]: 1.61754
```
